# Vacancy enhancement from six softened modes: the factor of eight

## Definitions and conventions

A vacancy changes the forces on the atoms around it, and therefore their vibrational frequencies. The question is how much this changes the equilibrium vacancy concentration when the formation energy is held fixed.

Two descriptions of the same vacancy are compared. In the first, six vibrational modes of the defective crystal have angular frequency $\omega$, as though the missing atom still held its neighbours. In the second, the same six modes have

$$\omega'=\frac{\omega}{\sqrt2}.$$

The charge state, the reservoirs, the temperature and all other modes are the same. The enhancement $R$ is the ratio of the second concentration to the first, in the dilute limit. It is not the whole vibrational factor for making a vacancy, which also contains the removed atom's modes and its reservoir. Those factors are common to both descriptions.

The algebra uses atomic units, so $\hbar=1$ and $\omega$ is also an energy. I write $\beta=1/(k_BT)$ and $u=\beta\omega$. High temperature means $u\ll1$. The formation energy $E$ is static: the energy of the relaxed defective crystal, minus that of the perfect crystal, plus the static energy assigned to the removed atom in its reservoir. For a positively charged vacancy it also includes the energy of the electrons released to their reservoir. Zero-point energy is not included in $E$. This choice matters at finite temperature.

The softening refers to frequency. For a mode of effective mass $m$ and stiffness $k$, $\omega=\sqrt{k/m}$, so at fixed mass

$$k'=m\omega'^2=\frac{m\omega^2}{2}=\frac{k}{2}.$$

If instead the stiffness fell by $\sqrt2$, each frequency would fall by only $2^{1/4}$, and the result below would be $2^{6/4}\simeq2.8$ instead of eight.

## Back-of-envelope estimate

A classical harmonic coordinate has $\langle q^2\rangle=k_BT/k$. Halving $k$ doubles the mean square displacement, so the thermal width of the coordinate grows by $\sqrt2$. Six independent coordinates occupy a configuration volume larger by

$$R\simeq(\sqrt2)^6=2^3=8.$$

At fixed temperature and static energy, the statistical weight of the vacancy grows with this volume. For dilute vacancies the concentration is proportional to that weight, so it also grows eightfold.

The mean vibrational energy does not change in this limit: equipartition gives each mode $k_BT$ whatever its stiffness. The gain is entropic. A softer mode has more accessible configurations, not less thermal energy.

The estimate is sensitive to the softening. If every frequency falls by a factor $s$, then $R=s^6$ and $d\ln R=6\,d\ln s$. Raising $s$ by 5 per cent above $\sqrt2$ raises $R$ by $1.05^6\simeq1.34$, or 34 per cent.

## From one vacancy to a concentration

Let there be $N$ equivalent sites, with vacancies that do not interact. Let $z$ be the statistical weight of a vacancy at a given site relative to an occupied site. There are $\binom Nn$ ways to place $n$ vacancies, so

$$\Xi=\sum_{n=0}^{N}\binom Nn z^n=(1+z)^N.$$

Since $z\,d/dz$ brings down a factor $n$ from $z^n$, the mean site fraction is

$$c=\frac{\langle n\rangle}{N}=\frac{z}{N}\frac{d\ln\Xi}{dz}=\frac{z}{1+z}.$$

The weight has the form

$$z=A\,e^{-\beta E}\prod_{i=1}^{6}Z(\omega_i),$$

where $Z(\omega_i)$ is the partition function of one mode. The factor $A$ contains the other modes, the perfect-crystal reference, the thermal part of the reservoir and any internal degeneracy. In the ratio of the two weights, both $A$ and $e^{-\beta E}$ cancel:

$$R=\frac{z'}{z}=\left[\frac{Z(\omega')}{Z(\omega)}\right]^6.$$

The ratio of site fractions is then

$$\frac{c'}{c}=\frac{Rz/(1+Rz)}{z/(1+z)}=R\,\frac{1+z}{1+Rz}\simeq R\,[1-(R-1)z].$$

It equals $R$ when $Rz\ll1$. At larger concentrations the site fraction saturates, and interactions between vacancies must also be considered.

## The classical mode integral

For one classical mode, with $2\pi$ as the phase-space cell in units where $\hbar=1$,

$$Z_{\rm cl}=\frac1{2\pi}\int dp\,e^{-\beta p^2/(2m)}\int dq\,e^{-\beta kq^2/2}.$$

Both integrals are Gaussian, with $\int dx\,e^{-ax^2/2}=\sqrt{2\pi/a}$. Hence

$$Z_{\rm cl}=\frac1{2\pi}\sqrt{\frac{2\pi m}{\beta}}\sqrt{\frac{2\pi}{\beta k}}
=\frac1\beta\sqrt{\frac mk}=\frac1{\beta\omega}.$$

The momentum integral is the same in both descriptions. The ratio per mode is $\omega/\omega'=\sqrt2$, and six modes give $R=8$.

The entropy follows from $F=-k_BT\ln(k_BT/\omega)$:

$$S=-\frac{\partial F}{\partial T}=k_B\ln\frac{k_BT}{\omega}+k_B.$$

Replacing $\omega$ by $\omega/\sqrt2$ adds $k_B\ln\sqrt2$. For six modes,

$$\Delta S=6k_B\ln\sqrt2=k_B\ln8\simeq2.08\,k_B.$$

Because $8e^{-\beta E}=e^{-\beta(E-k_BT\ln8)}$, the softening has the same effect on the concentration at one temperature as lowering $E$ by $k_BT\ln8$. This equivalent energy is proportional to temperature, so it is not a constant correction to the formation energy.

## Quantum correction and the meaning of fixed energy

The levels of a quantum oscillator are $(n+\tfrac12)\omega$. Summing the geometric series gives

$$Z=\sum_{n=0}^{\infty}e^{-u(n+1/2)}=\frac{e^{-u/2}}{1-e^{-u}}=\frac1{2\sinh(u/2)}.$$

At fixed static energy, therefore,

$$R=\left[\frac{\sinh(u/2)}{\sinh(u/(2\sqrt2))}\right]^6.$$

To find the approach to eight, start from $\sinh x/x=1+x^2/6+x^4/120+\cdots$. Using $\ln(1+y)=y-y^2/2+\cdots$,

$$\ln\frac{\sinh x}{x}=\frac{x^2}{6}+\left(\frac1{120}-\frac1{72}\right)x^4+\cdots
=\frac{x^2}{6}-\frac{x^4}{180}+\cdots.$$

The two arguments are $x=u/2$ and $x'=u/(2\sqrt2)$. Their squares differ by $u^2/4-u^2/8=u^2/8$, and their fourth powers by $u^4/16-u^4/64=3u^4/64$. One mode therefore contributes $\tfrac12\ln2+u^2/48-u^4/3840$, and six contribute

$$\ln R=\ln8+\frac{u^2}{8}-\frac{u^4}{640}+\cdots.$$

There is no linear term. The leading correction is positive, so at high temperature $R$ approaches eight from above.

Suppose instead that the fixed quantity is $E$ plus the zero-point energy of the six modes. The factors $e^{-u/2}$ then belong to the fixed energy, and the enhancement becomes

$$R_0=\left[\frac{1-e^{-u}}{1-e^{-u/\sqrt2}}\right]^6
=R\,e^{-3u(1-1/\sqrt2)}.$$

Its limit is again eight, but the leading correction to $\ln R_0$ is $-3u(1-1/\sqrt2)\simeq-0.88u$. This approach is from below and much slower.

The low-temperature limits also differ. For $u\gg1$, $\sinh x\simeq e^x/2$, so $R\simeq e^{3u(1-1/\sqrt2)}$ grows because softening lowers the zero-point energy. With that energy held fixed, both oscillators are in their ground states and $R_0\to1$. A reported formation energy must therefore say whether zero-point energy is included.

## What an Arrhenius plot shows

Take $E$ independent of temperature and vacancies dilute. The apparent activation energy is $-d\ln c/d\beta$. Softening changes it by

$$\Delta E_{\rm app}=-\frac{d\ln R}{d\beta}=-6\,[U(\omega)-U(\omega')],
\qquad U(\omega)=\frac\omega2\coth\frac{\beta\omega}{2}.$$

The second form follows by differentiating $\ln\sinh(\beta\omega/2)$. For small $x$, $\coth x\simeq1/x+x/3$, so $U\simeq1/\beta+\beta\omega^2/12$. The classical terms cancel. Since $\omega^2-\omega'^2=\omega^2/2$,

$$\Delta E_{\rm app}\simeq-6\,\frac{\beta\omega^2}{24}=-\frac{\beta\omega^2}{4}.$$

This vanishes as $\beta\to0$. In the classical limit, the factor of eight raises the whole Arrhenius line and leaves its slope unchanged.

## Softened modes are not the same as softened springs

The derivation assumes that six mode frequencies are known. A local picture gives a reason for the chosen value. In a rocksalt oxide, an oxygen site has six metal neighbours. Each metal ion has two oxygen neighbours on the line through the site, and loses one of them when the vacancy forms. If these two bonds supplied equal stiffness for radial motion, and nothing else contributed, the radial stiffness would halve. This picture motivates the number but is not the mechanism in an ionic oxide. There the positive curvature of the short-range metal-oxygen repulsion is largely cancelled by the negative curvature of the Coulomb attraction, so removing one oxygen takes away little radial stiffness. In a rigid-ion model of MgO with formal charges and a doubly charged vacancy, the radial stiffness of the six neighbours falls by only about 3 per cent before relaxation, and is about 20 per cent above its bulk value after they relax outward by 0.2 angstrom. The classical determinant ratio defined below, taken over all coordinates with the missing atom clamped in the reference, is still near nine in that model (8.6 and 8.8 in cells of 216 and 512 sites), but it does not arise from a halving of six radial stiffnesses.

In a crystal, however, this motion is coupled to other atoms. For coupled coordinates with mass matrix $M$ and positive-definite stiffness matrix $K$, the Gaussian integral over $q$ is proportional to $(\det K)^{-1/2}$. The momentum integral depends on $M$ and temperature alone, so

$$R=\sqrt{\frac{\det K}{\det K'}}.$$

In this classical limit the masses cancel, although each individual frequency depends on them. This agrees with the product of frequencies, because $\prod_i\omega_i^2=\det(M^{-1}K)$.

Now couple each radial coordinate to one outer ion. In units of a common local stiffness, the matrices for one pair are

$$K=\begin{pmatrix}1&-g\\-g&1\end{pmatrix},\qquad
K'=\begin{pmatrix}\tfrac12&-g\\-g&1\end{pmatrix}.$$

Their determinants are $1-g^2$ and $\tfrac12-g^2$. Six independent pairs give

$$R=\left(\sqrt{\frac{1-g^2}{1/2-g^2}}\right)^6=\left(\frac{1-g^2}{1/2-g^2}\right)^3.$$

At $g=0$ this is eight. Coupling raises it for a simple reason. When the outer ion is free to follow, the effective radial stiffness is $1-g^2$, already less than one. Vacancy formation removes the same amount, $1/2$, from this smaller stiffness. The model is stable for $g^2<1/2$, and $R$ diverges as that limit is approached; the harmonic approximation fails before then.

For $g=0.25$ the result is 9.84. For $g=0.5$ it is 27. The second value describes a bare chain of equal springs: the metal and outer ions each start with two bonds of stiffness $b$, hence local stiffness $2b$, and their coupling is $-b$. The far side of the outer ion is clamped, and the number depends on where that clamp is placed. With $n$ mobile ions in each of the six arms, cutting the bond to the vacancy site lowers the determinant of each arm by a factor $n+1$, so $R=(n+1)^3$. The value 27 is the case $n=2$, not a limit for long chains. This growth belongs to isolated arms. In a three-dimensional crystal, springs to ions beside the arm restrain it. If only the six radial bonds are cut, side springs can even bring $R$ below eight, and they need not be as stiff as the bonds. Each cut bond then supplies less than half of the local stiffness, and this can outweigh the effect of coupling along the arm. Removing the atom also cuts its own sideways springs to the neighbours, which lowers $\det K'$ further and raises $R$ again. Thus halving six local stiffnesses leads to eight only without this coupling, whereas reducing six normal-mode frequencies by $\sqrt2$, with the rest fixed, gives eight by definition of the modes.

## Numbers for an oxide vacancy

Take rough parameters in the regime of an oxygen vacancy in strongly reduced MgO: $E=1.5$ eV, an unsoftened mode energy of 0.050 eV, a lattice constant of 4.2 angstrom and a temperature of 1500 K. Then $k_BT=0.1293$ eV and

$$u=\frac{0.050}{0.1293}=0.387.$$

For an illustrative absolute concentration, set $A\prod_iZ(\omega_i)=1$ in the unsoftened description. This removes factors that a real prediction would need, but does not affect the ratio. The site fraction is

$$c\simeq e^{-1.5/0.1293}=9.1\times10^{-6}.$$

With the classical enhancement it becomes $7.3\times10^{-5}$. The relative saturation correction is about $7\times9.1\times10^{-6}=6\times10^{-5}$, so the dilute limit is safe here.

The rocksalt cell contains four oxygen sites. Their density is $4/(4.2\times10^{-8}\,{\rm cm})^3=5.4\times10^{22}$ cm$^{-3}$. The vacancy density rises from $4.9\times10^{17}$ to $3.9\times10^{18}$ cm$^{-3}$. The equivalent reduction of formation energy is $0.1293\times2.079=0.27$ eV.

At fixed static energy, the quantum formula gives $R=8.15$, which is 1.9 per cent above eight. The leading term predicts this: $u^2/8=0.0187$. The excess reaches 10 per cent at about 660 K. The apparent activation energy changes by $-0.005$ eV, negligible beside 1.5 eV.

If the zero-point-inclusive energy is fixed, the result at 1500 K is 5.80, or 27 per cent below eight. At 300 K, where $u=1.93$, the two conventions give 12.5 and 2.29. The classical estimate represents neither. The numerical output below lists these values with their inputs.

## Comparison with the neglected effects

The following changes are made one at a time at 1500 K, starting from the classical value of eight. Their sizes are chosen to show sensitivity; they are not calculated properties of MgO.

**Other neighbour modes.** Six neighbours have 18 displacement coordinates: six radial and twelve tangential. If the frequencies of the twelve tangential modes rise by 5 per cent, the enhancement becomes $8/1.05^{12}=4.45$. A rise of each frequency by a factor $8^{1/12}\simeq1.19$ would cancel it completely. Small shifts in many modes can therefore matter as much as large shifts in a few.

**Anharmonicity.** For a metal ion of mass 24.3 u, the mode energy corresponds to a stiffness of 14.5 eV/angstrom$^2$, softened to 7.27 eV/angstrom$^2$. The softened coordinate has rms displacement $\sigma=\sqrt{0.1293/7.27}=0.133$ angstrom. Add $aq^4$ to the softened potential alone, with $a=5$ eV/angstrom$^4$. Since a Gaussian has $\langle q^4\rangle=3\sigma^4$, the first-order change per mode is

$$\Delta\ln Z\simeq-\beta a\langle q^4\rangle=-\frac{3a\sigma^4}{k_BT}\simeq-0.037.$$

Six modes give $R\simeq8e^{-0.22}=6.4$; direct classical integration gives 6.63. A negative quartic coefficient would act the other way at first order. A cubic term $bq^3$, which the missing neighbour allows, has zero mean and first contributes $+\beta^2b^2\langle q^6\rangle/2$. It raises the enhancement at that order.

**Formation energy.** An error of 0.1 eV changes the concentration by $e^{0.1/0.1293}=2.17$, up or down according to its sign. An electronic-structure calculation must therefore control the formation energy to well below the equivalent 0.27 eV before the absolute concentration can reveal the vibrational factor clearly.

## When the formation energy cannot stay fixed

For a charged vacancy, $E$ depends on the electron chemical potential. Suppose doubly positive vacancies of density $c_v$ dominate and are compensated by nondegenerate electrons of density $n$. At fixed oxygen chemical potential, mass action and neutrality give

$$c_vn^2=K_v,\qquad n=2c_v.$$

Substitution gives $4c_v^3=K_v$. Softening multiplies $K_v$ by eight, so $c_v$ rises by $8^{1/3}=2$, not eight. The electron density also doubles, which raises the electron chemical potential by $k_BT\ln2$. Releasing two electrons then costs an extra $2k_BT\ln2$, a factor of $1/4$ in the vacancy weight, and $8/4=2$. The factor of eight survives if other charges pin the electron chemical potential.

## Relation to real oxides and switching devices

The lattice constant is close to that of MgO, and 0.050 eV lies within its phonon range. The formation energy is a rough value for strongly reducing conditions; oxygen-rich conditions make it several eV larger. Ionic forces are long-ranged, and electrons left at a neutral vacancy also affect its neighbours. The softening by $\sqrt2$ is therefore a premise, not an established property of this vacancy. A first-principles test compares the mode frequencies of the perfect crystal and of the relaxed defect, each without its three uniform translations, and checks convergence with supercell size. The perfect crystal has one more atom and therefore three more modes. The ratio of the two frequency products, perfect over defective, is thus not $R$: it has the dimension of frequency cubed. In the classical limit, and with $\hbar=1$, it must be multiplied by $\beta^3$ and by the thermal factor of the reservoir to give the whole vibrational factor for making a vacancy.

In a resistive-switching device, equilibrium exchange of oxygen with a reservoir cannot be taken for granted. If exchange is blocked and no vacancies are created or destroyed, their total number is fixed and its enhancement is one, not eight. Softening can then redistribute vacancies between regions with different vibrational spectra. Between two dilute regions in equilibrium with equal site energies, a region with six such softened modes per vacancy has an eightfold higher site fraction in the classical limit. For charged vacancies, a static potential difference between the regions, without ion current, makes the site energies unequal and multiplies this ratio by a further Boltzmann factor. A continuing ion current means that the vacancies are not in equilibrium, and a transport calculation is then needed.

## Calculated quantities

```
static formation energy: 1.50 eV
unsoftened mode energy: 0.0500 eV
softened mode energy: 0.0354 eV
temperature: 1500 K
thermal energy kT: 0.1293 eV
u = mode energy/kT: 0.3868 (no unit)
lattice constant: 4.2 angstrom
metal ion mass: 24.3 u
outer oxygen mass: 16.0 u
classical factor per mode: 1.4142 (no unit)
classical enhancement, quadrature: 8.0000 (no unit)
entropy gain: 2.0794 k_B
equivalent energy kT ln 8: 0.2688 eV
site fraction, unsoftened: 9.125e-06 (no unit)
site fraction, softened: 7.299e-05 (no unit)
oxygen site density: 5.399e+22 cm^-3
vacancy density, unsoftened: 4.926e+17 cm^-3
vacancy density, softened: 3.941e+18 cm^-3
quantum enhancement, hot: 8.151 (no unit)
expansion term u^2/8, hot: 0.01870 (no unit)
same, total energy fixed, hot: 5.802 (no unit)
room temperature: 300 K
u at room temperature: 1.934 (no unit)
quantum enhancement, room: 12.51 (no unit)
same, total energy fixed, room: 2.29 (no unit)
10 percent quantum excess at: 661 K
shift of apparent activation energy: -0.00482 eV
halved local springs, g = 0.00: R = 8.00 (no unit)
halved local springs, g = 0.25: R = 9.84 (no unit)
halved local springs, g = 0.50: R = 27.00 (no unit)
tangential frequency ratio: 1.05 (no unit)
R with 12 stiffened tangential modes: 4.45 (no unit)
unsoftened stiffness: 14.53 eV/angstrom^2
softened stiffness: 7.27 eV/angstrom^2
rms displacement, softened: 0.1334 angstrom
quartic coefficient: 5.0 eV/angstrom^4
R with quartic stiffening: 6.63 (no unit)
assumed formation energy error: 0.10 eV
concentration factor of that error: 2.17 (no unit)
```
